# When the One-Dimensional Hubbard Chain Has No FCIQMC Sign Problem

Electrons on $L$ sites, numbered $0,\dots,L-1$, are described by

$$H=-t\sum_{\sigma}\sum_{i}\left(c^\dagger_{i+1,\sigma}c_{i\sigma}+c^\dagger_{i\sigma}c_{i+1,\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},$$

with real $t\neq0$, real finite $U$ and fixed $N_\uparrow$, $N_\downarrow$. In the open chain $i$ runs from $0$ to $L-2$. The periodic ring has one more bond, between sites $L-1$ and $0$, and we take $L\ge3$ there so that this bond is a new one. The basis consists of all site determinants $D$. The algebra uses atomic units; numerical energies are in eV and imaginary times in eV$^{-1}$, with $\hbar=1$.

FCIQMC represents the coefficients of the ground state by signed walkers. A walker on $D'$ dies at the rate $H_{D'D'}-S$ (it is cloned if this is negative), where $S$ is an adjustable energy shift. It spawns children on $D\neq D'$ at the rate $|H_{DD'}|$, and a child has the parent's sign times the sign of $-H_{DD'}$. Walkers of opposite sign on the same determinant annihilate.

We call $H$ sign-problem free in this basis if numbers $s_D=\pm1$ exist with

$$s_DH_{DD'}s_{D'}\le0\qquad\text{for all }D\neq D'. \tag{1}$$

## (a) What does a sign problem cost?

*Find how the mean walker populations evolve without annihilation. Show that the loss of signal is governed by an energy difference which vanishes if and only if (1) can be satisfied. Assume that nonzero elements of $H$ connect all determinants.*

**Solution.** Let $n^\pm_D$ be the mean numbers of positive and negative walkers. Split the off-diagonal elements into $A_{DD'}=\max(-H_{DD'},0)$, which preserves the walker sign, and $B_{DD'}=\max(H_{DD'},0)$, which reverses it. The rules give

$$\frac{dn^\pm_D}{d\tau}=-(H_{DD}-S)n^\pm_D+\sum_{D'\ne D}\left(A_{DD'}n^\pm_{D'}+B_{DD'}n^\mp_{D'}\right).$$

Subtract and add the two equations. Since $A-B=-H$ and $A+B=|H|$ for each off-diagonal element, the signal $n=n^+-n^-$ and the total $p=n^++n^-$ obey

$$\frac{dn}{d\tau}=-(H-S)n,\qquad \frac{dp}{d\tau}=-(\tilde H-S)p,$$

where $\tilde H$ has the diagonal of $H$ and off-diagonal elements $-|H_{DD'}|$. Let $E_0$ and $\tilde E_0$ be the lowest eigenvalues of $H$ and $\tilde H$. At long times $n\propto e^{-(E_0-S)\tau}$, if the initial signal overlaps the ground state, and $p\propto e^{-(\tilde E_0-S)\tau}$. The signed fraction therefore decays as

$$\frac{\sum_D|n_D|}{\sum_Dp_D}\propto e^{-\Delta\tau},\qquad \Delta=E_0-\tilde E_0.$$

Annihilation removes equal numbers from $n^+_D$ and $n^-_D$. It leaves $n$ unchanged and lowers $p$, so it counteracts this decay.

To find the sign of $\Delta$, take a real normalized ground vector $C$ of $H$. Replacing each off-diagonal term by minus its modulus cannot raise the sum:

$$E_0=\sum_DH_{DD}C_D^2+\sum_{D\neq D'}H_{DD'}C_DC_{D'}\ \ge\ \sum_{D,D'}|C_D|\tilde H_{DD'}|C_{D'}|\ \ge\ \tilde E_0 .$$

The last step is the variational principle for $\tilde H$. Hence $\Delta\ge0$.

If $\Delta=0$, both inequalities are equalities, and $v_D=|C_D|$ is a ground vector of $\tilde H$. It has no zeros: if $v_D=0$, row $D$ of the eigenvalue equation reads $-\sum_{D'\neq D}|H_{DD'}|v_{D'}=0$. Every neighbour of $D$ then has zero weight, and by connectivity the whole vector vanishes, which is impossible. Equality of the off-diagonal sums, term by term, gives $H_{DD'}C_DC_{D'}=-|H_{DD'}||C_D||C_{D'}|$, so $s_D=\operatorname{sgn}C_D$ satisfies (1).

Conversely, if (1) holds, then $s_DH_{DD'}s_{D'}=\tilde H_{DD'}$. This sign change is an orthogonal transformation, so the spectra agree and $\Delta=0$. If the initial walkers have signs $s_D$, a child on $D$ has sign $s_{D'}\operatorname{sgn}(-H_{DD'})=s_D$, and opposite walkers never meet.

The same argument applied to $\tilde H$ shows that any real ground vector of $\tilde H$ has no zeros and one overall sign. Two such vectors cannot be orthogonal, so this ground state is unique.

## (b) How can the absence of suitable signs be proved?

*Find a criterion that does not require trying all choices of $s_D$.*

**Solution.** Consider a closed walk $D_0\to D_1\to\dots\to D_m=D_0$ through nonzero off-diagonal elements. If (1) holds, each factor satisfies $\operatorname{sgn}(-H_{D_{k+1}D_k})=s_{D_{k+1}}s_{D_k}$. In the product around the walk every $s$ enters twice, so

$$\prod_{k=0}^{m-1}\left(-H_{D_{k+1}D_k}\right)>0. \tag{2}$$

Conversely, suppose (2) holds for every closed walk. Choose a root determinant and a tree of links that reaches every other determinant. Let $s_D$ be the product of $\operatorname{sgn}(-H)$ along the tree path from the root to $D$. For any other link $D'D$, the walk from the root to $D'$, across the link, and back from $D$ to the root is closed. Condition (2) gives $s_{D'}\operatorname{sgn}(-H_{DD'})s_D=+1$, which is (1).

One closed walk with a negative product thus proves that no choice of signs works.

## (c) The open chain

*Prove that the open chain satisfies (1) for all $N_\uparrow$, $N_\downarrow$, $U$ and both signs of $t$.*

**Solution.** Fix the determinant signs by placing all $\uparrow$ operators first, in increasing site order, and then all $\downarrow$ operators:

$$|D\rangle=c^\dagger_{i_1\uparrow}\cdots c^\dagger_{i_{N_\uparrow}\uparrow}\,c^\dagger_{j_1\downarrow}\cdots c^\dagger_{j_{N_\downarrow}\downarrow}|0\rangle .$$

For orbitals $a\ne b$ the anticommutation relations give $[c^\dagger_ac_b,c^\dagger_d]=\delta_{bd}\,c^\dagger_a$. A hop from $b$ to $a$ therefore replaces $c^\dagger_b$ by $c^\dagger_a$ in the same place, without a sign. A sign can arise when the operators are put back into standard order.

For a hop between sites $i$ and $i+1$ no site lies in between, so the string is already ordered. Every nonzero off-diagonal element is

$$H_{DD'}=-t .$$

For $t>0$, (1) holds with all $s_D=1$. For $t<0$, take $s_D=(-1)^{X_D}$, where $X_D$ is the sum of the site indices of all electrons of both spins. Each hop changes $X_D$ by one, so $s_DH_{DD'}s_{D'}=-(-t)=t=-|t|$. The interaction is diagonal and does not enter. Site energies do not enter either, and unequal hoppings of one common sign leave the argument intact.

The determinants are connected: for each spin, move the leftmost electron to site 0, the next to site 1, and so on. Each path is clear and each hop can be reversed. By part (a) the ground state in each sector is unique, with $s_DC_D>0$ on every determinant. Physically, two electrons of equal spin cannot exchange places on an open line by nearest-neighbour hops, so no exchange sign arises.

*The matrix may still contain positive elements in another orbital order.* Reordering the operators multiplies each determinant by some $\eta_D=\pm1$, and the new signs $\eta_Ds_D$ satisfy (1). Take the order $0\uparrow,0\downarrow,1\uparrow,1\downarrow,\dots$ for six sites with $N_\uparrow=N_\downarrow=3$ and $t>0$. An $\uparrow$ hop from $i$ to $i+1$ now passes the orbital $i\downarrow$, and a $\downarrow$ hop passes $(i+1)\uparrow$. The passed orbital is filled in half of the cases at this filling. There are $2\times5\times6\times20=1200$ linked pairs: two spins, five bonds, $\binom42=6$ placings of the other two electrons of the moving spin, and $\binom63=20$ placings of the other spin. Half of them, 600, have positive elements, as the numerical output confirms. Walkers of both signs then occur, but each determinant carries one sign.

## (d) Closing the ring

*Find the matrix element of the closing bond, and particle numbers for which (1) holds.*

**Solution.** Let an electron of spin $\sigma$ hop from site $L-1$ to site $0$. Its operator was the last of the $N_\sigma$ operators of that spin, and $c^\dagger_{0\sigma}$ now stands in that place. Moving it to the front passes $N_\sigma-1$ operators:

$$H_{DD'}^{\rm closing}=-t\,(-1)^{N_\sigma-1}. \tag{3}$$

The reverse hop has the same element because $H$ is real and symmetric. The other spin contributes no sign, since its operators form a separate block.

For $t>0$, odd $N_\sigma$ makes (3) equal to $-t$, and all $s_D=1$ work. For $t<0$, use again $s_D=(-1)^{X_D}$. The closing hop changes $X_D$ by $L-1$, so

$$s_DH^{\rm closing}_{DD'}s_{D'}=(-1)^{L-1}|t|(-1)^{N_\sigma-1}=-|t|\,(-1)^L(-1)^{N_\sigma-1}.$$

This is negative if $(-1)^L(-1)^{N_\sigma-1}=+1$. Both signs of $t$ are covered by

$$(\operatorname{sgn}t)^L(-1)^{N_\sigma-1}=+1. \tag{4}$$

A spin species with $N_\sigma=0$ or $N_\sigma=L$ cannot hop and imposes no condition. It is sufficient that each remaining species satisfies (4).

## (e) Are there other favourable particle numbers?

*Decide whether a cleverer choice of signs can rescue the remaining cases.*

**Solution.** Take a spin with $0<N_\sigma<L$ and keep the other spin fixed. Start with the electrons on sites $0,\dots,N_\sigma-1$.

1. Shift every electron one site to the right, beginning with the front one. This takes $N_\sigma$ hops and leaves site $0$ empty.
2. Move the front electron from site $N_\sigma$ through the empty sites to $L-1$ and across the closing bond to site $0$. This takes $L-N_\sigma$ hops.

The initial determinant is restored after $L$ hops, one of them across the closing bond. An ordinary hop contributes $-H/|t|=\operatorname{sgn}t$, and by (3) the closing hop contributes $\operatorname{sgn}t\,(-1)^{N_\sigma-1}$. Thus

$$\prod\frac{-H}{|t|}=(\operatorname{sgn}t)^L(-1)^{N_\sigma-1}.$$

If (4) fails, this product is negative, and by part (b) no signs exist. The ring is therefore sign-problem free if and only if each spin has $N_\sigma=0$, $N_\sigma=L$, or satisfies (4):

- $t>0$: every partly filled spin species has odd $N_\sigma$.
- $t<0$, even $L$: again odd $N_\sigma$.
- $t<0$, odd $L$: even $N_\sigma$.

The factor $(-1)^{N_\sigma-1}$ is the sign of a cyclic permutation of $N_\sigma$ identical fermions, which the ring permits.

The total number of electrons does not settle the question. With four electrons on six sites and $t>0$, $(N_\uparrow,N_\downarrow)=(3,1)$ is favourable and $(2,2)$ is not. For equal, partly filled spins and $t>0$, the condition becomes $N_\uparrow+N_\downarrow=4m+2$ with integer $m$. A half-filled ring with even $L$ and equal spins thus qualifies for $L=6,10,\dots$ but not for $L=4,8,\dots$. A search for signs in all 252 combinations of $L=3$ to $6$, spin numbers and sign of $t$, at $|t|=1$ eV and $U=4$ eV, agrees with this rule.

## (f) The size of the gap without interaction

*For $t>0$ and $U=0$, calculate $\Delta$ and its behaviour for large $L$.*

**Solution.** For odd $N_\sigma$ the elements of that spin are already negative. For even $N_\sigma$, $\tilde H$ differs from $H$ by the sign of the closing element. This is the chain with an antiperiodic closing bond for that spin. At $U=0$ both energies are sums over the lowest orbitals, with $\varepsilon_k=-2t\cos k$.

Write $N=N_\sigma$ and $\alpha=\pi/L$. The periodic chain has $k$ equal to even multiples of $\alpha$, and the antiperiodic chain odd multiples. For even $N$ the filled orbitals can be taken as

$$k_j=(2j-N)\alpha\ \text{(periodic)},\qquad \tilde k_j=(2j-N-1)\alpha\ \text{(antiperiodic)},\qquad j=1,\dots,N.$$

Multiply the cosine sums by $2\sin\alpha$ and use $2\sin\alpha\cos x=\sin(x+\alpha)-\sin(x-\alpha)$. Neighbouring terms cancel, leaving

$$2\sin\alpha\sum_j\cos k_j=\sin[(N+1)\alpha]+\sin[(N-1)\alpha]=2\sin(N\alpha)\cos\alpha,$$

$$2\sin\alpha\sum_j\cos\tilde k_j=\sin(N\alpha)-\sin(-N\alpha)=2\sin(N\alpha).$$

The contribution of this spin to $\Delta$ is $2t\sin(N\alpha)(1-\cos\alpha)/\sin\alpha$. Since $(1-\cos\alpha)/\sin\alpha=\tan(\alpha/2)$,

$$\Delta_{U=0}=\sum_{\sigma:\,N_\sigma\ \rm even}2t\sin\frac{\pi N_\sigma}{L}\tan\frac{\pi}{2L}. \tag{5}$$

It vanishes for $N_\sigma=0$ and $N_\sigma=L$, as it must. At fixed filling and large $L$, $\tan(\pi/2L)\simeq\pi/2L$, and each even species contributes about $\pi t\sin(\pi N_\sigma/L)/L$. For $t=1$ eV and $N_\uparrow=N_\downarrow=L/2$, both species are even and (5) gives in total 0.157 eV for $L=40$ and 0.079 eV for $L=80$. This $1/L$ law is derived for $U=0$ only. Note also that $\Delta$ is a rate: without annihilation the signed fraction falls as $e^{-\Delta\tau}$, so the loss depends on the projection time $\tau$ as well as on $\Delta$.

Antiperiodic closure for each even species removes the sign problem at any $U$, because the Hamiltonian then equals $\tilde H$. If an even species is partly filled, this is a different finite system, and by parts (a) and (e) its energy $\tilde E_0$ lies below $E_0$.

## (g) Numbers with interaction

*Work out the smallest frustrated ring by hand. Then, for $t=1$ eV and $U=4$ eV, read the sign problem from diagonalization and from walker populations.*

**Solution.** Put two $\uparrow$ electrons on three sites. In the basis $\{0,1\},\{0,2\},\{1,2\}$, in eV,

$$H=\begin{pmatrix}0&-1&1\\-1&0&-1\\1&-1&0\end{pmatrix}.$$

The product of $-H$ around the triangle is $(1)(1)(-1)=-1$. Reversing the sign of the second determinant turns $H$ into $J-I$, where $J$ is the matrix of ones, with eigenvalues $3,0,0$. Hence $E_0=-1$ eV. The companion is $\tilde H=I-J$, with $\tilde E_0=-2$ eV, so $\Delta=1$ eV. Equation (5) agrees: $2\sin(2\pi/3)\tan(\pi/6)=2(\sqrt3/2)(1/\sqrt3)=1$.

Full diagonalization with both spins gives, in eV:

| System, $(N_\uparrow,N_\downarrow)$ | $E_0$ | $\tilde E_0$ | $\Delta$ |
|---|---|---|---|
| open, $L=6$, (3,3) | −3.093 | −3.093 | 0.000 |
| ring, $L=6$, (3,3) | −3.669 | −3.669 | 0.000 |
| ring, $L=6$, (3,2) | −4.355 | −4.702 | 0.347 |
| ring, $L=6$, (2,2) | −4.698 | −5.217 | 0.519 |
| ring, $L=4$, (2,2) | −2.103 | −2.721 | 0.618 |

For $t>0$, one partly filled species with even $N_\sigma$ is enough to produce a gap. At $U=0$, (5) would make the gap for $(2,2)$ twice that for $(3,2)$. Here it is 0.519 eV rather than $2\times0.347=0.694$ eV, so the contributions are not additive with interaction. For the four-site ring the gap is 0.618 eV (0.0227 hartree), against 1.657 eV at $U=0$.

For that ring, the mean populations were propagated without annihilation and without sampling noise, starting from the positive and negative parts of the ground vector. The signed fraction was $1.781\times10^{-3}$ at $\tau=10$ eV$^{-1}$ and $1.507\times10^{-4}$ at $\tau=14$ eV$^{-1}$. The decay rate is

$$\frac{1}{4}\ln\frac{1.781\times10^{-3}}{1.507\times10^{-4}}=0.6174\ \text{eV},$$

compared with $\Delta=0.6178$ eV. The time step $\delta=0.002$ eV$^{-1}$ accounts for the difference. With $S=E_0$ the signal is constant, while the total grows by $1+\delta\Delta$ per step. The expected rate is $\ln(1+\delta\Delta)/\delta\simeq\Delta-\delta\Delta^2/2=0.6174$ eV. The signal thus falls by a factor $e$ relative to the total every $1/\Delta=1.62$ eV$^{-1}$.

## (h) Where the open-chain proof stops

*Add $-t_2\sum_{i\sigma}(c^\dagger_{i+2,\sigma}c_{i\sigma}+\text{h.c.})$ with $t_2>0$ to the open chain. Does (1) survive?*

**Solution.** The longer hop can pass an electron on site $i+1$, so its element is $-t_2(-1)^{n_{i+1,\sigma}}$. For two electrons of equal spin, follow $\{0,1\}\to\{0,2\}\to\{1,2\}\to\{0,1\}$. The last hop, from site 2 to site 0, passes the electron on site 1. The product of $-H$ is $t\cdot t\cdot(-t_2)<0$, so no signs exist for either sign of $t$.

For four open sites with $(2,2)$ electrons, $t=1$ eV, $U=4$ eV and $t_2=0.3$ eV, the gap is 0.316 eV. With one electron of each spin and $t,t_2>0$, nothing of equal spin can be passed, all off-diagonal elements are negative, and (1) holds. The open-chain result thus rests on nearest-neighbour hopping as well as on the site basis; another orbital basis has different matrix elements and needs its own examination.

## Table of computed values

```
hopping t = 1.0 eV, repulsion U = 4.0 eV
open-chain cases tested: 344
ring sectors tested: 252
smallest gap of a frustrated ring sector: 0.18812 eV
allowed N of one spin, other spin absent:
  ring L=5, t=+1 eV: [0, 1, 3, 5]
  ring L=5, t=-1 eV: [0, 2, 4, 5]
  ring L=6, t=+1 eV: [0, 1, 3, 5, 6]
  ring L=6, t=-1 eV: [0, 1, 3, 5, 6]
three-site ring, two up electrons, basis {0,1},{0,2},{1,2}:
  H row (eV): +0.0 -1.0 +1.0
  H row (eV): -1.0 +0.0 -1.0
  H row (eV): +1.0 -1.0 +0.0
  E0 = -1.0000 eV, Ep = -2.0000 eV, gap = 1.0000 eV
positive off-diagonal pairs, open L=6, N=(3,3):
  spin-blocked order: 0
  site-interleaved order: 600
full diagonalization at the stated t and U:
  open L=6 N=(3,3), 400 determinants:
    E0 = -3.09257 eV, Ep = -3.09257 eV, gap = 0.00000 eV
  ring L=6 N=(3,3), 400 determinants:
    E0 = -3.66871 eV, Ep = -3.66871 eV, gap = 0.00000 eV
  ring L=6 N=(3,2), 300 determinants:
    E0 = -4.35495 eV, Ep = -4.70238 eV, gap = 0.34743 eV
  ring L=6 N=(2,2), 225 determinants:
    E0 = -4.69836 eV, Ep = -5.21735 eV, gap = 0.51899 eV
  ring L=4 N=(2,2), 36 determinants:
    E0 = -2.10275 eV, Ep = -2.72057 eV, gap = 0.61782 eV
four-site ring gap: 0.022704 hartree
four-site ring decay time 1/gap: 1.6186 1/eV
population time step: 0.002 1/eV
signed fraction at tau = 10 1/eV: 1.7812e-03
signed fraction at tau = 14 1/eV: 1.5070e-04
decay rate from populations: 0.61744 eV
U=0 gap, four-site ring N=(2,2): 1.65685 eV
U=0 gap, ring L=40, N=(20,20): 0.15716 eV
U=0 gap, ring L=80, N=(40,40): 0.07855 eV
open L=4 N=(2,2), second-neighbour hopping 0.3 eV:
  gap = 0.31593 eV
```
